**Overdamped escape over a power-law barrier top**

For a well \(U=kx^2/2\) and a barrier top \(U=E-c|x-L|^n\), the program tests the low-temperature prefactor \(A=\sqrt{k/2\pi}\,c^{1/n}\theta^{1/2-1/n}/[2\zeta\Gamma(1+1/n)]\), where \(\theta=k_BT\), \(\zeta\) is the fixed friction coefficient and \(\Gamma\) is the gamma function. It asserts that the exponent and the absolute prefactor agree with the mean first-passage integral for six values of \(n\) from 1 to 6, and that a smooth quartic-top potential approaches the exponent 1/4 on cooling. A phase-space solver is checked against Kramers' finite-friction factor for a parabolic top; both give 0.7827. The same solver confirms, at two temperatures, that cooling worsens the overdamped formula for a cusp and improves it for a quartic top. For the model of O₂ hopping in silica at 1273 K, the output gives a prefactor of \(2.16\times10^{11}\) s⁻¹, a hop rate of \(2.38\times10^7\) s⁻¹ and a local exponent of 0.243. The program also sizes inertia, quantum corrections, a quadratic term at the top and a spread of barrier heights. The assumed spread of 0.1 eV shifts the apparent activation energy by −0.091 eV, more than the +0.027 eV due to the prefactor.

## Numerical verification

```python
"""Overdamped escape from a harmonic well over a power-law barrier top.

Result under test: with U = k x^2/2 in the well and U = E - c|x-L|^n at the top,
  rate = A exp(-E/theta),   theta = k_B T,
  A = sqrt(k/(2 pi)) c^(1/n) theta^(1/2-1/n) / (2 zeta Gamma(1+1/n)),
for fixed friction coefficient zeta = mass*gamma and theta << E.
Working units: eV, angstrom, ps. The potential is mirrored about x = L,
so that a second, equal well lies at x = 2L.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

KB = const.k / const.e                       # eV/K
HBAR = const.hbar / const.e * 1e12           # eV ps
MASS_U = 2 * 15.999                          # O2 molecule, atomic mass units
MASS = MASS_U * const.atomic_mass / const.e * 1e4   # eV ps^2/angstrom^2
E, K, L = 1.0, 1.0, 2.5                      # eV, eV/angstrom^2, angstrom
GAMMA = 100.0                                # 1/ps
ZETA = MASS * GAMMA                          # eV ps/angstrom^2


def join(n):
    """Joint position and c from continuity of potential and slope."""
    xj = brentq(lambda x: (0.5 - 1 / n) * x**2 + x * L / n - E / K, 0, L)
    return xj, K * xj / (n * (L - xj)**(n - 1))


def joined_potential(x, n):
    xj, c = join(n)
    folded = np.where(x > L, 2 * L - x, x)
    return np.where(folded < xj, 0.5 * K * folded**2,
                    E - c * np.abs(folded - L)**n)


def smooth_potential(x):
    """Analytic double well with a quartic top and harmonic minima."""
    u = (x - L) / L
    return E * (1 - 3 * u**4 + 2 * u**6)


def formula_prefactor(theta, n):
    c = join(n)[1]
    return (np.sqrt(K / (2 * np.pi)) * c**(1 / n) * theta**(0.5 - 1 / n)
            / (2 * ZETA * gamma_function(1 + 1 / n)))


GRID = np.linspace(-L, 2 * L, 15001)
START = 5000                                 # index of x = 0


def passage_prefactor(theta, potential):
    """exp(E/theta) / (mean first-passage time from x=0 to x=2L)."""
    u = potential(GRID)
    inner = cumulative_trapezoid(np.exp(-u / theta), GRID, initial=0)
    outer = np.exp((u[START:] - E) / theta) * inner[START:]
    return theta / (ZETA * trapezoid(outer, GRID[START:]))


def local_exponent(theta, potential):
    step = 0.01
    high = passage_prefactor(theta * np.exp(step), potential)
    low = passage_prefactor(theta * np.exp(-step), potential)
    return np.log(high / low) / (2 * step)


def phase_space_rate(theta, n, gamma, levels):
    """One-way rate from the lowest nonzero relaxation eigenvalue (= 2 rate).

    The velocity dependence is expanded in Hermite functions up to 'levels';
    one level is the Smoluchowski equation, many levels include inertia.
    The tiny eigenvalue is neglected beside gamma in the higher levels.
    """
    x = np.linspace(-1.8, 2 * L + 1.8, 401)
    h = x[1] - x[0]
    u = joined_potential(x, n)
    um = joined_potential(0.5 * (x[1:] + x[:-1]), n)
    scale = np.sqrt(theta / MASS) / h
    i = np.arange(400)
    to_mid, to_node = np.zeros((400, 401)), np.zeros((401, 400))
    to_mid[i, i] = -scale * np.exp((u[:-1] - um) / (2 * theta))
    to_mid[i, i + 1] = scale * np.exp((u[1:] - um) / (2 * theta))
    to_node[i, i] = scale * np.exp((um - u[:-1]) / (2 * theta))
    to_node[i + 1, i] = -scale * np.exp((um - u[1:]) / (2 * theta))
    damping = levels * gamma * np.eye(400 if levels % 2 else 401)
    for level in range(levels, 1, -1):
        g = to_mid if level % 2 else to_node
        damping = level * g.T @ np.linalg.solve(damping, g)
        damping = 0.5 * (damping + damping.T)
        damping += (level - 1) * gamma * np.eye(len(damping))
    relax = to_mid.T @ np.linalg.solve(damping, to_mid)
    relax = 0.5 * (relax + relax.T)
    values = eigh(relax, eigvals_only=True, subset_by_index=[0, 1])
    return 0.5 * values[1]


def inertia_ratio(theta, n, gamma, levels=24):
    return (phase_space_rate(theta, n, gamma, levels)
            / phase_space_rate(theta, n, gamma, 1))


# Exponent and absolute prefactor for several barrier shapes, low temperature
COLD = 0.01
print(f"test thermal energy = {COLD:.3f} eV")
for n in (1.0, 1.5, 2.0, 3.0, 4.0, 6.0):
    def shape(x, n=n):
        return joined_potential(x, n)
    slope = local_exponent(COLD, shape)
    ratio = passage_prefactor(COLD, shape) / formula_prefactor(COLD, n)
    assert abs(slope - (0.5 - 1 / n)) < 0.002
    assert abs(ratio - 1) < 0.002
    print(f"n={n:.1f}: exponent {slope:+.4f}, law {0.5-1/n:+.4f}, "
          f"A exact/law {ratio:.5f}")

# A smooth potential approaches the law only as the temperature falls
smooth_warm = local_exponent(0.01, smooth_potential)
smooth_cold = local_exponent(0.0025, smooth_potential)
assert abs(smooth_warm - 0.25) < 0.01
assert abs(smooth_cold - 0.25) < 0.004
assert abs(smooth_cold - 0.25) < abs(smooth_warm - 0.25)
print(f"smooth quartic top, 0.0100 eV: exponent {smooth_warm:.4f}")
print(f"smooth quartic top, 0.0025 eV: exponent {smooth_cold:.4f}")

# Phase-space solver against the known finite-friction result, parabolic top
weak = GAMMA / 5
top_frequency = np.sqrt(2 * join(2.0)[1] / MASS)
kramers = ((np.sqrt(weak**2 / 4 + top_frequency**2) - weak / 2)
           * weak / top_frequency**2)
solved = inertia_ratio(0.07, 2.0, weak)
assert abs(solved / kramers - 1) < 0.01
print(f"parabolic top, gamma={weak:.0f}/ps, inertia factor: "
      f"solver {solved:.4f}, Kramers {kramers:.4f}")

# On cooling, overdamped theory worsens for n<2 and improves for n>2
cusp = [inertia_ratio(t, 1.0, 30.0) for t in (0.12, 0.07)]
flat = [inertia_ratio(t, 4.0, 30.0) for t in (0.12, 0.07)]
assert cusp[1] < cusp[0] - 0.01
assert flat[1] > flat[0] + 0.003
print("inertia factors at gamma=30/ps, for 0.12 and 0.07 eV:")
print(f"  n=1: {cusp[0]:.3f}, {cusp[1]:.3f};  "
      f"n=4: {flat[0]:.3f}, {flat[1]:.3f}")

# Worked example: quartic top at furnace temperatures
N = 4.0
xj, c = join(N)


def quartic(x):
    return joined_potential(x, N)


T = 1273.0
theta = KB * T
print(f"E = {E:.2f} eV, k = {K:.2f} eV/A^2, L = {L:.2f} A")
print(f"mass = {MASS_U:.3f} u, gamma = {GAMMA:.0f} 1/ps")
print(f"zeta = {ZETA:.4f} eV ps/A^2")
print(f"joint x = {xj:.4f} A, c = {c:.4f} eV/A^4")
print(f"well energy at joint = {0.5*K*xj**2:.4f} eV")
for temp in (1073.0, 1273.0, 1473.0):
    th = KB * temp
    a_law, a_exact = formula_prefactor(th, N), passage_prefactor(th, quartic)
    assert abs(a_exact / a_law - 1) < 0.02
    print(f"T={temp:.0f} K: kT {th:.5f} eV, A law {a_law*1e12:.4e}, "
          f"exact {a_exact*1e12:.4e} 1/s")
    print(f"  hop rate by law = {a_law*np.exp(-E/th)*1e12:.4e} 1/s")
growth = formula_prefactor(KB * 1473, N) / formula_prefactor(KB * 1073, N)
boltz = np.exp(E / (KB * 1073) - E / (KB * 1473))
print(f"1073 to 1473 K: A grows x{growth:.4f}, Boltzmann factor x{boltz:.2f}")

rate = formula_prefactor(theta, N) * np.exp(-E / theta)
eigen_rate = phase_space_rate(theta, N, GAMMA, 1)
passage_rate = passage_prefactor(theta, quartic) * np.exp(-E / theta)
assert abs(eigen_rate / passage_rate - 1) < 0.01
print(f"at {T:.0f} K: rate from eigenvalue = {eigen_rate*1e12:.4e} 1/s")

# Hop diffusivity against the exact long-time diffusivity of a periodic chain
cell = GRID[START:]
u_cell = quartic(cell)
chain = (theta / ZETA * (2 * L)**2
         / trapezoid(np.exp(u_cell / theta), cell)
         / trapezoid(np.exp(-u_cell / theta), cell))
hop_diffusion = rate * (2 * L)**2
assert abs(hop_diffusion / chain - 1) < 0.02
print(f"hop diffusivity = {hop_diffusion*1e-4:.4e} cm^2/s, "
      f"chain {chain*1e-4:.4e} cm^2/s")

exponent = local_exponent(theta, quartic)
assert abs(exponent - 0.25) < 0.02
beta_step = 0.01 / theta


def log_rate(beta):
    return np.log(passage_prefactor(1 / beta, quartic)) - beta * E


apparent = -(log_rate(1 / theta + beta_step)
             - log_rate(1 / theta - beta_step)) / (2 * beta_step)
law_apparent = E + (0.5 - 1 / N) * theta
assert abs(apparent - law_apparent) < 0.003
print(f"local exponent = {exponent:.4f}")
print(f"apparent energy: exact {apparent:.4f}, law {law_apparent:.4f} eV")
parabolic = formula_prefactor(theta, 2.0)
print(f"parabolic top, same E, k, L: A = {parabolic*1e12:.4e} 1/s")


# Thermal averages over the barrier top, with optional quadratic term a*y^2
def top_average(function, a=0.0):
    def weight(y):
        return np.exp(-(a * y**2 + c * y**4) / theta)
    norm = quad(weight, 0, 8, epsabs=1e-12)[0]
    mean = quad(lambda y: function(y) * weight(y), 0, 8, epsabs=1e-12)[0]
    return mean / norm, 2 * norm


width = top_average(lambda y: 1.0)[1]
free_path = np.sqrt(theta / MASS) / GAMMA
omega = np.sqrt(K / MASS)
transmission = formula_prefactor(theta, N) * 2 * np.pi / omega
assert abs(transmission * width / (np.sqrt(2 * np.pi) * free_path) - 1) < 1e-6
print(f"barrier width W = {width:.4f} A, path l = {free_path:.4f} A")
print(f"well frequency = {omega/(2*np.pi):.4f} THz, "
      f"A/frequency = {transmission:.4f}")

# Sizes of neglected effects
strong_ratio = inertia_ratio(theta, N, GAMMA)
weak_ratio = inertia_ratio(theta, N, weak)
assert abs(inertia_ratio(theta, N, weak, 33) / weak_ratio - 1) < 0.01
print(f"inertia factor: {strong_ratio:.4f} at {GAMMA:.0f}/ps, "
      f"{weak_ratio:.4f} at {weak:.0f}/ps")
curvature = top_average(lambda y: 12 * c * y**2)[0]
quantum = HBAR**2 / (24 * MASS * theta**2)
print(f"mean top curvature = {curvature:.4f} eV/A^2")
print(f"quantum rise of rate: well {quantum*K:.2e}, "
      f"top about {quantum*curvature:.2e}")


def mixed_exponent(a):
    return 0.5 - top_average(lambda y: (a * y**2 + c * y**4) / theta, a)[0]


assert abs(mixed_exponent(0.0) - 0.25) < 1e-6
a_half = brentq(lambda a: mixed_exponent(a) - 0.125, 0, 5)
print(f"quadratic term a*y^2 halving the exponent: a = {a_half:.4f} eV/A^2")

SPREAD = 0.1                                 # eV, standard deviation
mean_factor = quad(lambda e: np.exp(-e / theta - e**2 / (2 * SPREAD**2)),
                   -10 * SPREAD, 10 * SPREAD)[0] / (SPREAD * np.sqrt(2 * np.pi))
assert abs(mean_factor / np.exp(SPREAD**2 / (2 * theta**2)) - 1) < 1e-5
print(f"barrier spread {SPREAD:.2f} eV: mean rate x{mean_factor:.3f}, "
      f"slope shift {-SPREAD**2/theta:.4f} eV")
print("all tests passed")
```

Printed output:

```
test thermal energy = 0.010 eV
n=1.0: exponent -0.4999, law -0.5000, A exact/law 0.99996
n=1.5: exponent -0.1667, law -0.1667, A exact/law 1.00000
n=2.0: exponent +0.0000, law +0.0000, A exact/law 1.00000
n=3.0: exponent +0.1667, law +0.1667, A exact/law 1.00000
n=4.0: exponent +0.2500, law +0.2500, A exact/law 1.00000
n=6.0: exponent +0.3333, law +0.3333, A exact/law 1.00000
smooth quartic top, 0.0100 eV: exponent 0.2417
smooth quartic top, 0.0025 eV: exponent 0.2467
parabolic top, gamma=20/ps, inertia factor: solver 0.7827, Kramers 0.7827
inertia factors at gamma=30/ps, for 0.12 and 0.07 eV:
  n=1: 0.733, 0.641;  n=4: 0.896, 0.915
E = 1.00 eV, k = 1.00 eV/A^2, L = 2.50 A
mass = 31.998 u, gamma = 100 1/ps
zeta = 0.3316 eV ps/A^2
joint x = 1.1085 A, c = 0.1029 eV/A^4
well energy at joint = 0.6144 eV
T=1073 K: kT 0.09246 eV, A law 2.0723e+11, exact 2.0714e+11 1/s
  hop rate by law = 4.1643e+06 1/s
T=1273 K: kT 0.10970 eV, A law 2.1627e+11, exact 2.1602e+11 1/s
  hop rate by law = 2.3770e+07 1/s
T=1473 K: kT 0.12693 eV, A law 2.2431e+11, exact 2.2371e+11 1/s
  hop rate by law = 8.4998e+07 1/s
1073 to 1473 K: A grows x1.0824, Boltzmann factor x18.86
at 1273 K: rate from eigenvalue = 2.3745e+07 1/s
hop diffusivity = 5.9424e-08 cm^2/s, chain 5.9338e-08 cm^2/s
local exponent = 0.2431
apparent energy: exact 1.0267, law 1.0274 eV
parabolic top, same E, k, L: A = 3.2921e+11 1/s
barrier width W = 1.8422 A, path l = 0.0575 A
well frequency = 2.7637 THz, A/frequency = 0.0783
inertia factor: 0.9879 at 100/ps, 0.8232 at 20/ps
mean top curvature = 0.4308 eV/A^2
quantum rise of rate: well 4.52e-04, top about 1.95e-04
quadratic term a*y^2 halving the exponent: a = 0.1176 eV/A^2
barrier spread 0.10 eV: mean rate x1.515, slope shift -0.0912 eV
all tests passed
```
